# Stoner exchange in the rectangular d band: moment, lost bonding and expansion

## Question

I am using the rectangular d-band model: five states per spin and atom, spread evenly over a width $W$. Without magnetism it gives a bond energy proportional to $N(10-N)$ for $N$ d electrons, so the bonding is strongest and the atomic volume smallest near the middle of a transition series. Manganese, iron and cobalt, however, have larger volumes than such a smooth trend suggests, and magnetism is named as the reason.

I tried adding a Stoner exchange energy. I am told that magnetism should set in when $I>W/5$, at once with the largest possible moment. I don't see why the moment should jump instead of growing from zero. I also don't see how to get a pressure from it, since the exchange parameter hardly depends on volume. And with rough values for iron, $W=5$ eV and $I=0.9$ eV, the condition isn't even met. What am I missing?

## Answer

The jump comes from the flat density of states, and the pressure comes from the band energy, not from exchange. Your iron numbers do fail the criterion, but that criterion holds for a flat band at fixed volume. In this model, letting the crystal expand changes the outcome; with a more realistic band shape the moment forms even without expansion.

### Energy at fixed volume

Take a uniform, collinear ferromagnet at zero temperature, treated in mean field. Let $N_\uparrow$ and $N_\downarrow$ be the d electrons per atom of each spin, with $N=N_\uparrow+N_\downarrow$ and $m=N_\uparrow-N_\downarrow$. The moment is then $m$ Bohr magnetons.

Measure energies from the band centre. One spin has density of states $5/W$, so $n$ electrons fill it from $-W/2$ up to $-W/2+nW/5$. Their energy is

$$
U(n)=\frac{5}{W}\int_{-W/2}^{-W/2+nW/5}\varepsilon\,d\varepsilon
=\frac{5}{2W}\left[\left(-\frac W2+\frac{nW}{5}\right)^2-\frac{W^2}{4}\right].
$$

Expanding the square, the terms $W^2/4$ cancel:

$$
U(n)=\frac{5}{2W}\left[-\frac{nW^2}{5}+\frac{n^2W^2}{25}\right]
=-\frac{W}{10}\,n(5-n).
$$

Now add the two spins. Since $N_{\uparrow,\downarrow}=(N\pm m)/2$, we have $N_\uparrow^2+N_\downarrow^2=(N^2+m^2)/2$, and

$$
E_{\rm band}=-\frac{W}{10}\left[5N-\frac{N^2+m^2}{2}\right]
=-\frac{W}{20}N(10-N)+\frac{W}{20}m^2 .
$$

The first term is the nonmagnetic bond energy. The second is the bond energy lost by polarizing:

$$
L=\frac{W m^2}{20}.
$$

For exchange I use $E_x=-Im^2/4$. The factor matters. Differentiating with respect to $N_\uparrow$ and $N_\downarrow$ shifts the two spin bands by $-Im/2$ and $+Im/2$, so the splitting is $Im$. The total change is

$$
\Delta E(m)=\frac{m^2}{4}\left(\frac W5-I\right).
$$

### Why the moment jumps

There is no $m^4$ term to stop the growth of $m$. If $I<W/5$, the minimum is at $m=0$. If $I>W/5$, the energy falls until a spin band is completely full or completely empty, which happens at

$$
m_s=\min(N,\,10-N).
$$

At $I=W/5$ all allowed moments have the same energy.

The self-consistency condition tells the same story. A small trial moment $m$ shifts each band by $Im/2$ and transfers $(5/W)(Im/2)$ electrons per atom into the majority band and the same number out of the minority band. The new moment is $m'=(5I/W)m$. It grows if $5I/W>1$, which is the usual Stoner condition with density of states $5/W$ per spin. The density of states stays constant, so nothing slows the growth before a band edge is reached.

For $N\le5$, putting $m=N$ into the band energy leaves

$$
E_{\rm band}=-\frac{W}{20}\left(10N-2N^2\right)=-\frac{W}{10}N(5-N).
$$

For $N>5$, replace $N$ by the number of holes, $10-N$. At $N=5$ the d bonding vanishes: one spin band is full, with its bonding and antibonding levels both occupied, and the other is empty.

### The magnetic pressure

Take d–d hopping to fall as the inverse fifth power of the interatomic distance, the canonical scaling. Then $W\propto V^{-5/3}$, with $V$ the volume per atom. Take $I$ as independent of $V$. At fixed $m$,

$$
P=-\frac{\partial L}{\partial V}=\frac53\,\frac{L}{V}=\frac{Wm^2}{12V}.
$$

Holding $m$ fixed is justified for a saturated moment, which is pinned by the band edge. For an unsaturated equilibrium moment in a more general band, $\partial E/\partial m=0$, so a change of $m$ adds nothing to the first derivative. The relation $P=5L/(3V)$ therefore survives for any band shape that merely scales with $W$.

Exchange supplies the energy that holds the moment open, but with constant $I$ it exerts no pressure. The crystal expands because a narrower band makes polarization cheaper.

### How far it expands

A repulsion is needed to fix the volume. Let it vary as $W^2$, which means a pair repulsion falling twice as fast, in the exponent, as the hopping. Let $W_0$ and $V_0$ belong to the nonmagnetic equilibrium, and define

$$
w=\frac{W}{W_0}=\left(\frac{V_0}{V}\right)^{5/3},\qquad
E_b=\frac{W_0}{20}N(10-N),\qquad L_0=\frac{W_0m^2}{20}.
$$

The nonmagnetic energy is $-E_bw+Cw^2$. Its minimum must lie at $w=1$, so $C=E_b/2$. With magnetism,

$$
E=-(E_b-L_0)w+\frac{E_b}{2}w^2-\frac{Im^2}{4}.
$$

For the bulk modulus of the nonmagnetic state, $dE/dw=0$ at $w=1$. Only $d^2E/dw^2=E_b$ contributes, multiplied by $(dw/dV)^2=(5/3V_0)^2$:

$$
B=V_0\frac{d^2E}{dV^2}=\frac{25}{9}\frac{E_b}{V_0},\qquad
\frac PB=\frac35\frac{L_0}{E_b}=\frac35\,\frac{m^2}{N(10-N)}.
$$

The ratio $P/B$ is the fractional expansion in linear response. The full minimum follows from $dE/dw=0$:

$$
w=1-\frac{L_0}{E_b}=1-\frac{m^2}{N(10-N)},\qquad \frac{V}{V_0}=w^{-3/5}.
$$

For small $m$ this reduces to $1+P/B$, as it should. For a saturated moment at $N=5$ it gives $w=0$: with only d bonding, the crystal comes apart.

### The onset when the volume is free

Insert the best $w$ for a given $m$. The energy is $-(E_b-L_0)^2/(2E_b)-Im^2/4$, against $-E_b/2$ without a moment. The difference is

$$
\Delta E_{\rm rel}=L_0-\frac{L_0^2}{2E_b}-\frac{Im^2}{4}.
$$

As a function of $m^2$ this is a straight line minus a square, so it is concave and its minimum is again at $m=0$ or $m=m_s$. Setting it to zero at $m_s$ gives the zero-pressure onset

$$
I_c=\frac{W_0}{5}\left[1-\frac{m_s^2}{2N(10-N)}\right],\qquad N\neq5.
$$

Between $I_c$ and $W_0/5$ the nonmagnetic crystal is metastable, and the expanded magnetic one is lower in energy.

### Your iron-like numbers

Take $W_0=5$ eV, $I=0.9$ eV, $N=7$ and $V_0=0.011$ nm³ per atom, all rough. The saturated moment is 3 μ$_B$. At $V_0$,

$$
L_0=\frac{5\times 9}{20}=2.25\ \text{eV},\qquad
\frac{Im^2}{4}=\frac{0.9\times9}{4}=2.025\ \text{eV}.
$$

Polarizing costs a net 0.23 eV per atom, so at this volume the rectangular band stays nonmagnetic, as you found. If the moment is imposed, the pressure is

$$
P=\frac{5\times9}{12\times0.011}=341\ \text{eV/nm}^3=55\ \text{GPa}.
$$

The bond energy is $E_b=5\times21/20=5.25$ eV, which gives $B=212$ GPa and $P/B=26\,\%$. The full minimum has $w=1-9/21=0.571$, an expansion of 40 %. The width there is 2.86 eV, so $W/5=0.57$ eV lies well below $I$ and the moment sustains itself.

The relaxed onset is $I_c=1.0\times(1-9/42)=0.79$ eV. Your 0.9 eV exceeds it, and the expanded magnetic state lies 0.26 eV per atom below the nonmagnetic one. In this model your iron is magnetic at zero pressure.

### The trend across the series

With $W_0$ and $V_0$ held at the same values and the saturated moment imposed:

| $N$ | $m_s$ | $L_0$ (eV) | $P$ (GPa) | $V/V_0$ |
|---|---|---|---|---|
| 5 | 5 | 6.25 | 152 | unbound |
| 6 | 4 | 4.00 | 97 | 1.93 |
| 7 | 3 | 2.25 | 55 | 1.40 |
| 8 | 2 | 1.00 | 24 | 1.19 |
| 9 | 1 | 0.25 | 6 | 1.07 |

The effect is largest in mid-series because $m_s$ is largest there. The table shows what a saturated moment would do, not which metals have one. At $N=9$, for instance, $I_c=0.94$ eV, so $I=0.9$ eV would not produce the moment.

### Compared with real metals

An expansion of 40 % would put iron at 0.015 nm³ per atom, while the real value is roughly 0.012 nm³. The model has the right sign and far too large a size. Part of the excess is the moment: iron has about 2.2 μ$_B$, not 3. Imposing 2.2 μ$_B$ at $V_0$ gives $L_0=1.21$ eV, $P=29$ GPa and $P/B=14\,\%$.

The band shape matters as much. I replaced the rectangle by a bcc d band with hopping ratios $dd\sigma:dd\pi:dd\delta=-6:4:-1$, first and second neighbours, and the same mean-square width, and summed its levels numerically over a grid of wavevectors. At fixed $V_0$ and $N=7$, a moment of 2.2 μ$_B$ then costs 0.60 eV, half the rectangular value, which halves the pressure too. A small moment of 0.3 μ$_B$ already pays for itself at $I=0.26$ eV instead of 1.0 eV, because the Fermi level lies where the density of states is high. With $I=0.9$ eV the best ferromagnetic moment is 2.85 μ$_B$, close to saturation but short of it. So neither the threshold $W/5$ nor the all-or-nothing moment is general. In the same bcc band at fixed $V_0$, the moment saturates at $N=8$ but stops at about 2 of the possible 4 μ$_B$ at $N=6$. Band shape does not remove the whole excess either: with the volume free and the $W^2$ repulsion, the $N=7$ moment rises to 3 μ$_B$ and the expansion is still about 25 %.

The expansion also depends on the elastic model. The kinetic energy of one free sp electron per atom contributes $\tfrac23 nE_F=72$ GPa to the bulk modulus, where $n=1/V_0$ and $E_F$ is its Fermi energy. Adding the full 72 GPa lowers $P/B$ for the saturated moment from 26 % to 19 %. That is an upper estimate of the effect: if an attraction varying as $V^{-1/3}$ balances the pressure of these electrons at $V_0$, only a fifth of their stiffness remains, about 14 GPa, and $P/B$ is 24 %. A repulsion varying as $W^3$ instead of $W^2$ cuts the full expansion from 40 % to 18 %, but it also doubles $B$, because $d^2E/dw^2$ at $w=1$ becomes $2E_b$. By comparison, an assumed slope $d\ln I/d\ln V=-0.1$ changes the pressure by only −3 GPa.

Near $N=5$ the assumption of ferromagnetism fails as well. In the same bcc band at $N=5$, with $W$, $I$ and $V_0$ unchanged, the ferromagnet does not form at all, while an antiferromagnet with opposite moments on the two cubic sublattices does. Its moment is about 4 μ$_B$, its lost bond energy 2.7 eV and its pressure about 65 GPa. In the antiferromagnet each spin, counted over both sublattices, still half-fills its levels, whereas ferromagnetic order fills one spin band beyond half and leaves the other less than half full. At a moment of 3 μ$_B$ antiferromagnetic order costs 1.2 eV, against 2.6 eV for ferromagnetic order. This advantage does not extend to every filling: at $N=7$ and 2 μ$_B$ antiferromagnetic order costs 0.84 eV and ferromagnetic order only 0.46 eV.

Changing the magnetic order does not by itself keep the $N=5$ crystal together. With the volume free, $I=0.9$ eV and the $W^2$ repulsion, the antiferromagnet also comes apart: its moment grows towards 5 μ$_B$ as the band narrows, and the d bonding vanishes. With the $W^3$ repulsion it stays bound.

Even this is not chromium, which is antiferromagnetic with a moment of only a fraction of a μ$_B$. Its d band is wider than the 5 eV used here, but that alone does not account for the difference: at $W=7$ eV and $I=0.9$ eV the model still gives about 3 μ$_B$, and the moment drops below 1 μ$_B$ only near $W=10$ eV. For the bcc band $W$ is the mean-square-equivalent width; the levels themselves span about $1.2\,W$. The model shows why a large moment pushes the volume up. How large the moment and the expansion are in a given metal has to come from a better band than the rectangle and a better repulsion than a single power of $W$.

Numbers in the example were calculated in double precision.
